\section*{Thermal Loss of Protecting Groups in an Acid-Free Resist Bake}

\section*{Question}

A chemically amplified resist is a polymer whose acidic groups are masked by protecting groups. Exposure creates acid, and during the bake that follows the acid catalyses removal of the masks, which makes the exposed polymer soluble in developer. Heat alone can also remove them. Suppose that the uncatalysed reaction has an activation free energy of 140 kJ/mol at 383 K. What fraction of the sites in an acid-free region is cleaved in a 60 s bake, how does this fraction scale with time, temperature and barrier, and how far can the estimate be trusted?

\section*{Answer}

\subsection*{From a rate to a cleaved fraction}

Take the sites to be equal and independent, at constant temperature. Let the volatile product leave the film, so that the reverse reaction can be ignored. Each intact site then has the same chance $k\,dt$ of cleaving in the next interval $dt$, whatever its past. The probability $p$ that it is still intact obeys
\begin{equation}
\frac{dp}{dt}=-kp,\qquad p(0)=1 ,
\end{equation}
so that $p=e^{-kt}$, and the cleaved fraction is
\begin{equation}
f=1-e^{-kt}=kt-\frac{(kt)^2}{2}+\dots
\label{eq:f}
\end{equation}
For $kt\ll1$ the loss is proportional to the bake time. For $kt\gg1$ it saturates at one. What remains is to find $k$.

\subsection*{The rate from the barrier}

The algebra uses atomic units, in which $\hbar=1$ and Planck's constant is $h=2\pi$. Write $\tau=k_{\mathrm B}T$ for the thermal energy. Let $x$ be the coordinate along which the bond breaks, with momentum $P$ and effective mass $m$, and let the surface $x=0$ divide intact from cleaved configurations. Two assumptions define transition-state theory: intact sites are in thermal equilibrium, and every outward crossing of the surface leads to reaction.

In a short time $dt$, sites with velocity $P/m>0$ cross if they lie within $(P/m)\,dt$ of the surface. On the surface the energy is $V+P^2/2m$ plus the energy of all other motions, where $V$ is the barrier height measured from the reactant minimum. Let $Q_{\rm r}$ be the partition function of the intact site, with energies counted from that minimum, and $Q_{\rm ts}$ that of the other motions on the surface. Each coordinate--momentum pair carries a factor $1/2\pi$. The probability of crossing per unit time is
\begin{equation}
k=\frac{Q_{\rm ts}}{Q_{\rm r}}\,e^{-V/\tau}\int_0^\infty\frac{dP}{2\pi}\,\frac{P}{m}\,e^{-P^2/2m\tau}.
\end{equation}
With $\varepsilon=P^2/2m$ we have $d\varepsilon=(P/m)\,dP$, and the integral becomes
\begin{equation}
\frac{1}{2\pi}\int_0^\infty d\varepsilon\,e^{-\varepsilon/\tau}=\frac{\tau}{2\pi}.
\end{equation}
The mass has cancelled from this factor: light particles cross faster, but their momentum distribution is narrower. Mass can still enter through the partition functions. Collecting these in a free energy of activation $G$,
\begin{equation}
e^{-G/\tau}=\frac{Q_{\rm ts}}{Q_{\rm r}}\,e^{-V/\tau},
\end{equation}
gives the Eyring equation
\begin{equation}
k=\frac{\tau}{2\pi}\,e^{-G/\tau}.
\label{eq:eyring}
\end{equation}
In ordinary units the prefactor is $k_{\mathrm B}T/h$. Since $G$ is a free energy, the activation entropy is already inside it and must not be added again.

\subsection*{The numbers}

The barrier of 140 kJ/mol is $G=1.451$ eV per site, and at 383 K the thermal energy is $\tau=0.0330$ eV. Their ratio, from unrounded values, is $43.96$. Hence
\begin{align}
k&=(7.980\times10^{12}\ \mathrm{s^{-1}})\,e^{-43.96}\nonumber\\
&=(7.980\times10^{12}\ \mathrm{s^{-1}})(8.068\times10^{-20})
=6.44\times10^{-7}\ \mathrm{s^{-1}},\\
f&\simeq kt=(6.44\times10^{-7}\ \mathrm{s^{-1}})(60\ \mathrm{s})=3.9\times10^{-5}.
\end{align}
About four sites in a hundred thousand are cleaved. By Eq.~(\ref{eq:f}), replacing $f$ by $kt$ makes a relative error of about $kt/2$, or two parts in a hundred thousand, which is of no consequence here.

A small volume shows what this means. Take 2 protected sites per nm$^3$, a round value (a fully protected polymer with small repeat units can have more than 4), and a cube of 20 nm edge. It holds $N=2\times20^3=16\,000$ sites, of which $Nf=0.62$ are cleaved on average. Because the sites are independent, the chance that none is cleaved is
\begin{equation}
(e^{-kt})^N=e^{-Nkt}=e^{-0.62}=0.54 .
\end{equation}
In this model about half of such cubes leave the bake without a single thermal event. At twice the site density it would be 29\,\%.

\subsection*{How the loss scales}

\paragraph{Time.} While $kt\ll1$, doubling the bake doubles the loss. A loss of one per cent requires $t=-\ln(0.99)/k=1.56\times10^4$ s, some 260 times the bake considered.

\paragraph{Barrier.} At fixed temperature, a change $\delta$ of the barrier multiplies the rate by $e^{-\delta/\tau}$. A barrier lower by 0.05 eV gives a factor of 4.55, or about 18 sites per hundred thousand. A barrier higher by the same amount gives about 0.8. The barrier $G_1$ at which heat alone would remove a large part of the groups follows from $kt=1$:
\begin{equation}
\frac{\tau t}{2\pi}\,e^{-G_1/\tau}=1
\quad\Longrightarrow\quad
G_1=\tau\ln\frac{\tau t}{2\pi}=1.116\ \mathrm{eV}.
\label{eq:g1}
\end{equation}
The assumed barrier lies 0.335 eV above this value, about ten thermal energies, and this margin is what keeps the loss small.

\paragraph{Temperature.} Write $G=H-TS$, with activation enthalpy $H$ and entropy $S$ taken as constant. Then
\begin{equation}
\ln k=\ln T-\frac{H}{k_{\mathrm B}T}+\frac{S}{k_{\mathrm B}}+\text{constant},
\end{equation}
and differentiation gives
\begin{equation}
\frac{d\ln k}{dT}=\frac1T+\frac{H}{k_{\mathrm B}T^2}=\frac1T\left(1+\frac{H}{\tau}\right).
\end{equation}
If $S=0$, then $H=G$ and the slope is $(1+43.96)/383=0.117$ per kelvin, so an error of 1 K in the bake temperature changes the loss by about 12\,\%. A bake hotter by 10 K raises the rate by a factor of 3.1, to about 12 sites per hundred thousand. For the same $G$ at 383 K, a positive activation entropy implies a larger $H$ and a steeper dependence, and a negative one a weaker dependence.

\subsection*{What the simple rate leaves out}

The next three effects matter if $G$ is a bare barrier, for instance one calculated for a single site. If $G$ was instead obtained by putting a rate measured at the bake temperature into Eq.~(\ref{eq:eyring}), tunnelling and recrossing are already contained in it and must not be counted twice. The same holds for the spread of barriers if the rate was averaged over the film while nearly all sites, including those with low barriers, were still intact. A rate taken from a half-life contains less of this effect, because the sites with low barriers react first and leave the slower ones behind.

\paragraph{Tunnelling.} Near its top the barrier is an inverted parabola, $V-\tfrac12m\omega^2x^2$. Let $\varepsilon$ be the energy along $x$ relative to the top. With $\xi=\sqrt{m\omega}\,x$ and $a=\varepsilon/\omega$, the Schrödinger equation is
\begin{equation}
\psi''+(\xi^2+2a)\psi=0 .
\end{equation}
Far to the right the transmitted wave is $\xi^{\,ia-1/2}e^{i\xi^2/2}$, as substitution to leading order in $1/\xi$ confirms. Continue it to the left through the upper half of the complex $\xi$ plane, where $\xi$ becomes $e^{i\pi}|\xi|$. The same expression now describes a wave moving away to the left, the reflected wave, and its modulus has gained the factor $|e^{i\pi(ia-1/2)}|=e^{-\pi a}$. This coefficient can be trusted because the term is the dominant one in the second quadrant; the incident wave is the small term there. Reflection and transmission probabilities are therefore in the ratio $e^{-2\pi a}$, and since they add to one, the transmission is $1/(1+e^{-2\pi\varepsilon/\omega})$.

Classically the transmission is zero below the top and one above it, and its thermal average $\tau^{-1}\int_0^\infty e^{-\varepsilon/\tau}d\varepsilon$ is one. The quantum average is the correction factor. With $y=2\pi\varepsilon/\omega$, $u=\omega/\tau$ and $\alpha=u/2\pi$,
\begin{equation}
\kappa_{\rm t}=\frac1\tau\int_{-\infty}^{\infty}\frac{e^{-\varepsilon/\tau}\,d\varepsilon}{1+e^{-2\pi\varepsilon/\omega}}
=\alpha I,\qquad
I=\int_{-\infty}^{\infty}\frac{e^{-\alpha y}\,dy}{1+e^{-y}} .
\end{equation}
Shifting $y$ by $2\pi i$ multiplies the integrand by $e^{-2\pi i\alpha}$. The strip between the two lines contains one pole, at $y=i\pi$, with residue $e^{-i\pi\alpha}$. Hence $I(1-e^{-2\pi i\alpha})=2\pi i\,e^{-i\pi\alpha}$, so $I=\pi/\sin\pi\alpha$ and
\begin{equation}
\kappa_{\rm t}=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi .
\end{equation}
For $u\to0$ this tends to one. At $u=2\pi$ it diverges, because deep tunnelling then dominates and the parabola is no longer an adequate barrier. For a reaction in which a hydrogen atom moves, take roughly $\omega=0.12$ eV. Then $u=3.64$ and $\kappa_{\rm t}=1.87$. Numerical integration of the Schrödinger equation for a proton and a smooth barrier $V_0/\cosh^2(x/b)$, with $V_0=1.451$ eV and the same $\omega$ at its top, gives 1.86, so the parabola suffices here. The factor is sensitive to the rough $\omega$: at 0.15 eV it is 3.0 (2.8 for the smooth barrier), and at 0.18 eV it is 6.8 against 5.2, where the parabola begins to fail.

\paragraph{Recrossing.} The surroundings can turn a site back after it has crossed. Model them by a friction rate $\gamma$ and a random acceleration $R(t)$, so that near the top $\dot v=\omega^2x-\gamma v+R$. Let $\lambda>0$ and $\lambda'<0$ be the roots of $\lambda^2+\gamma\lambda-\omega^2=0$, with sum $-\gamma$ and product $-\omega^2$. The combination $z=v-\lambda'x$ then obeys
\begin{equation}
\dot z=\omega^2x-(\gamma+\lambda')v+R=\lambda v-\lambda\lambda'x+R=\lambda z+R .
\end{equation}
It grows as $e^{\lambda t}$, and its final sign tells on which side the site ends. For a start at $x=0$ with velocity $v_0$ this is the sign of $s=v_0+\int_0^\infty e^{-\lambda t}R\,dt$. In equilibrium $v_0$ has variance $\tau/m$. The noise that maintains this variance has strength $2\gamma\tau/m$, so the integral has variance $(2\gamma\tau/m)/(2\lambda)$, and $s$ has variance $(\tau/m)(1+\gamma/\lambda)$.

The net flux that ends on the right is the average of $v_0$ with all cases of $s<0$ counted as zero. For Gaussian variables the mean of $v_0$ at given $s$ is $s/(1+\gamma/\lambda)$, and the average of $s$, counted in the same way, is its standard deviation divided by $\sqrt{2\pi}$. Dividing by the frictionless flux $\sqrt{\tau/m}/\sqrt{2\pi}$ leaves
\begin{equation}
\kappa_{\rm r}=\frac{1}{\sqrt{1+\gamma/\lambda}}=\frac{\lambda}{\omega}
=\sqrt{1+\left(\frac{\gamma}{2\omega}\right)^2}-\frac{\gamma}{2\omega},
\end{equation}
where the quadratic equation was used in the form $1+\gamma/\lambda=\omega^2/\lambda^2$. A rough $\gamma=0.02$ eV (times $1/\hbar$) gives $\kappa_{\rm r}=0.92$, a small reduction.

\paragraph{Unequal sites.} In a glassy polymer the barriers differ from site to site. Let them be Gaussian about the mean $G$ with standard deviation $\sigma$. While nearly all sites survive, including the low-barrier ones that carry most of the rate, the loss is proportional to the mean rate. With $\delta$ the deviation from the mean,
\begin{equation}
-\frac{\delta^2}{2\sigma^2}-\frac{\delta}{\tau}
=-\frac{(\delta+\sigma^2/\tau)^2}{2\sigma^2}+\frac{\sigma^2}{2\tau^2},
\end{equation}
so the average of $e^{-\delta/\tau}$ is $e^{\sigma^2/2\tau^2}$. For a rough $\sigma=0.03$ eV this is 1.51. The completed square shows that the mean rate comes from barriers near $G-\sigma^2/\tau$, which must stay well above $G_1$. Here the shift is only 0.027 eV against a margin of 0.335 eV. At $\sigma=0.12$ eV the fast sites are used up, and the formula overstates the loss about fourfold although more than 99\,\% of all sites survive. Sites with low barriers gain more than those with high barriers lose.

Treating the three effects as independent, which is itself an approximation, gives $1.875\times0.920\times1.512=2.6$, and the loss rises to about ten sites per hundred thousand. Together with the sensitivity to $G$, this shows what the estimate is worth. For a bare barrier known to within 0.05 eV, and with these rough correction factors held fixed, the corrected loss lies between about 2 and 46 sites per hundred thousand, so even the order of magnitude is only roughly fixed. An error of 0.1 eV in the barrier would by itself change the loss by a factor of about 21.

\subsection*{How free of acid is acid-free?}

Let a site spend a fraction $c$ of its time in contact with a strong acid, where it cleaves at the rate $k_{\rm a}$. If contacts break at a rate much higher than $k_{\rm a}$, the fraction $c$ holds among the surviving sites throughout, and the total rate is
\begin{equation}
(1-c)k+ck_{\rm a}\simeq k+ck_{\rm a}\qquad(c\ll1).
\end{equation}
A rough catalysed barrier of 1.00 eV gives $k_{\rm a}=0.554$ s$^{-1}$ from Eq.~(\ref{eq:eyring}). In exposed resist with $c=0.05$, the exponent is $0.05\times0.554\times60=1.66$, and 81\,\% of the sites are cleaved. This is $2.1\times10^4$ times the acid-free loss. On this scale, heat does not blur the difference between exposed and unexposed resist.

The same comparison puts a strict meaning on ``acid-free''. Acid and heat contribute equally when
\begin{equation}
c=\frac{k}{k_{\rm a}}=\frac{6.44\times10^{-7}}{0.554}=1.2\times10^{-6}.
\end{equation}
An acid molecule always in contact with some site cleaves $k_{\rm a}t\simeq33$ of them in the bake, provided that it keeps moving to fresh ones, so about one acid per million sites doubles the loss. At 2 sites per nm$^3$ that is one acid in a cube of about 75 nm edge. The figure of 33 is an upper limit that needs a mobile acid. For a random walk over sites at this density, a root-mean-square travel of 20, 10 or 5 nm in the bake gives only about 31, 25 or 16 cleaved sites, and the exposed fraction falls from 81\,\% to about 79, 72 or 55\,\%. The averages are then equal but the patterns differ: thermal events are scattered singly, whereas those due to acid are clustered along its path, provided that the acid moves much less than this distance during the bake.

Removing a mask leaves a free acidic group on the polymer, which may itself act as a weak acid catalyst. Suppose that the film starts with no such groups, and that each one formed keeps one masked site in contact on average and cleaves it at the rate $k_{\rm s}$. While $f\ll1$,
\begin{equation}
\frac{df}{dt}=k+k_{\rm s}f
\quad\Longrightarrow\quad
f=\frac{k}{k_{\rm s}}\left(e^{k_{\rm s}t}-1\right)\simeq kt\left(1+\frac{k_{\rm s}t}{2}\right),
\end{equation}
where the last form holds for $k_{\rm s}t\ll1$. A rough barrier of 1.30 eV gives $k_{\rm s}=6.2\times10^{-5}$ s$^{-1}$ and an increase of 0.2\,\%. Even at $k_{\rm s}t=1$, which by Eq.~(\ref{eq:g1}) needs a barrier as low as 1.116 eV, the factor is $e-1=1.72$. Runaway self-catalysis would require a lower barrier still, or a longer bake. Many resists, however, are only partly protected. If there are already $g$ free acidic groups per masked site, they add $k_{\rm s}g$ to the rate. With the barrier of 1.30 eV this equals $k$ at $g\simeq0.01$, so one free group per hundred masked sites would double the loss.

\subsection*{The model beside a real resist}

The model pictures a polymer protected by groups such as tert-butyl esters, which release isobutene and leave a carboxylic acid. A bake near 383 K for about a minute is in the usual range for such resists. The barriers, site density and contact fractions are rough values, not data for a particular product. In particular, 140 kJ/mol is an assumption. Gas-phase decomposition of tert-butyl acetate, a simple ester of this kind, points to a higher uncatalysed barrier, roughly 165 kJ/mol at this temperature, for which the same formula gives a loss of only about $10^{-8}$. The barrier in a polymer film can differ from the gas-phase one, so a prediction for a real resist needs its own measured or calculated value. The assumed absence of acid is easily broken, by stray exposure, by acid diffusing from exposed regions, by acidic residues, or by free acidic groups on a partly protected polymer. With the barrier of 1.30 eV assumed above for such groups, one of them per masked site would raise the loss about a hundredfold. With the numbers above, a strong-acid contact fraction of $10^{-5}$ would already add about nine times the thermal loss. Added base, which many resists contain, works against this by neutralising stray acid. A measured loss well above four per hundred thousand would therefore not by itself show that the thermal barrier is below 140 kJ/mol; traces of acid, catalysis by free acidic groups and a bake hotter than intended would have to be excluded first and, if 140 kJ/mol is meant as a bare barrier, tunnelling and the spread of barriers would have to be allowed for.
